Space-charge limit of the ion current in a Townsend discharge

A steady Townsend discharge burns between plane, parallel electrodes. The cathode is at x = 0 and the anode at x = d. Everything depends on x alone. At small current the field is uniform; at larger current the positive ions left behind by ionization distort it.

Let E(x) > 0 be the magnitude of the field, which points from anode to cathode. Let j > 0 be the magnitude of the current density and e > 0 the elementary charge. The cathode field is E_c = E(0) and the anode field is E_a = E(d). SI equations are used, and laboratory units for the numbers.

Parts (a) to (d) use an idealized model:

1. Ions carry the whole current at every x, and their charge is the whole space charge.
2. Ions drift at speed μE, with constant mobility μ, and do not diffuse.

Parts (e) to (h) examine what these assumptions cost.

**(a) Find the field profile for a given cathode field and current.**

Solution. If n is the ion density, the drift current is

j = e n μ E.

In a steady state j is the same at every x, so n must rise wherever E falls.

Gauss's law needs a sign. The x component of the field is E_x = −E, because the field points toward the cathode. With positive charge density e n,

dE_x/dx = e n/ε₀,

and therefore

dE/dx = −e n/ε₀.

The magnitude falls from cathode to anode. The current equation gives e n = j/(μE), so

dE/dx = −j/(ε₀ μ E).

Multiply by 2E and use 2E dE/dx = d(E²)/dx:

d(E²)/dx = −2j/(ε₀ μ).

The right side is constant. Integration from the cathode to x gives

E(x)² = E_c² − 2jx/(ε₀ μ).

The square of the field falls linearly. For small j the field itself is nearly linear in x, because the ion density is then nearly uniform.

**(b) At what current density does the anode field vanish, if E_c is held fixed?**

Solution. Set x = d and E(d) = 0:

0 = E_c² − 2jd/(ε₀ μ).

Solving for j, and calling the result j_L,

j_L = ε₀ μ E_c²/(2d).

With the ratio q = j/j_L, we have 2jd/(ε₀μ) = qE_c². The profile becomes

E(x) = E_c √(1 − q x/d),

and the anode field is

E_a = E_c √(1 − q), for q ≤ 1.

For q > 1 the expression under the root turns negative before the anode, and the idealized model has no steady solution with a positive field across the whole gap.

At q = 1 the ion density is j/(eμE), which grows without bound as the anode is approached. The total charge per unit area nevertheless stays finite. Integrating Gauss's law,

∫₀ᵈ e n dx = ε₀(E_c − E_a) = ε₀ E_c.

All field lines that end on the cathode then start on ions in the gap, and none start on the anode.

**(c) Obtain the same current by following a single ion, and find its transit time.**

Solution. An ion moves toward smaller x, so dx/dt = −μE. In the steady field, the rate at which the field changes at the moving ion is

dE/dt = (dE/dx)(dx/dt) = [−j/(ε₀μE)](−μE) = j/ε₀.

The mobility has cancelled. At the limit the ion starts at the anode with E = 0, so after a time t it feels

E = jt/ε₀.

The distance travelled in the transit time T is

d = ∫₀ᵀ μE dt = (μj/ε₀) ∫₀ᵀ t dt = μjT²/(2ε₀).

On arrival E_c = jT/ε₀, so T = ε₀E_c/j. Substitution gives

d = (μj/(2ε₀))(ε₀E_c/j)² = ε₀μE_c²/(2j),

which is the result of part (b). Inserting j_L into T = ε₀E_c/j gives

T = 2d/(μE_c).

The time is twice that of an ion moving in a uniform field E_c. It is finite although the ion starts at zero speed, because the field it feels grows linearly in time. Strictly, an ion placed exactly at the zero of the field could also stay there; the path used here is the limit of paths that start at a small positive field.

**(d) Express the limit through the gap voltage, and compare fixed E_c with fixed voltage.**

Solution. The voltage is the integral of the field:

V = E_c ∫₀ᵈ √(1 − qx/d) dx.

Put u = 1 − qx/d, so that dx = −(d/q) du. The limits become u = 1 and u = 1 − q:

V = (E_c d/q) ∫ √u du, from 1 − q to 1,

V = (2E_c d/(3q)) [1 − (1 − q)^(3/2)].

For small q, (1 − q)^(3/2) = 1 − 3q/2 + 3q²/8 + …, hence

V = E_c d (1 − q/4 + …).

This returns the uniform-field voltage as q → 0. At q = 1,

V = (2/3) E_c d, or E_c = 3V/(2d).

Insert this cathode field into j_L:

j_L = (ε₀μ/(2d)) · 9V²/(4d²) = (9/8) ε₀ μ V²/d³.

This is the Mott–Gurney form of the space-charge-limited current. The two expressions for j_L are equivalent, but the quantity held fixed matters. Suppose the undistorted gap has voltage V₀ and field V₀/d. If E_c is held at V₀/d, the limit is ε₀μV₀²/(2d³), and the voltage has dropped to 2V₀/3 when it is reached. If the voltage is held at V₀, the limit is (9/8)/(1/2) = 9/4 times larger, because the cathode field has risen to 3V₀/(2d).

**(e) Ions cannot carry the whole current at the anode. Restore the electrons and decide what remains of the result.**

Solution. The anode emits no ions here, so the ion current is zero there and electrons carry all of j. Let f(x) be the electron share of the current. With electron mobility μ_e, taken constant, the two charge densities are

e n_i = j(1 − f)/(μE),

e n_e = jf/(μ_e E).

Gauss's law now contains their difference:

dE/dx = −(j/(ε₀E)) [(1 − f)/μ − f/μ_e].

Multiply by 2E and define r = μ/μ_e:

d(E²)/dx = −(2j/(ε₀μ)) [1 − (1 + r)f].

Write ⟨f⟩ for the average of f over the gap. Integrating from 0 to d, and using 2jd/(ε₀μ) = qE_c² with j_L still defined as in part (b),

E_a² = E_c² {1 − q[1 − (1 + r)⟨f⟩]}.

Since ⟨f⟩ is positive, the square bracket is less than one. Therefore, for q ≤ 1,

E_a > E_c √(1 − q).

So with constant mobilities and drift alone, j_L is a lower bound: at a given cathode field, the anode field cannot vanish at any current up to and including j_L. The formula is exact for the idealized model. For a discharge with electrons it gives the scale of current at which distortion becomes strong, provided ⟨f⟩ is well below one: at q = 1 the formula above gives E_a/E_c = √[(1 + r)⟨f⟩].

The electrons act in two ways. Their own negative charge is a small effect of relative size r. The larger effect is that current carried by electrons is not carried by ions, which removes slow positive charge from the gap.

**(f) Evaluate the correction when the ionization coefficient α is uniform.**

Solution. Each electron produces α new electrons per unit length, so

df/dx = αf, and f(x) = f(0) e^(αx).

At the cathode each arriving ion releases γ electrons. The electron current there is γ times the ion current, which gives f(0) = γ(1 − f(0)), or

f(0) = γ/(1 + γ).

The anode condition f(d) = 1 requires e^(αd) = (1 + γ)/γ. The self-sustainment condition is therefore

αd = L, with L = ln(1 + 1/γ).

The average share is

⟨f⟩ = (1/d) ∫₀ᵈ f(0)e^(αx) dx = [f(d) − f(0)]/(αd).

The numerator is 1 − γ/(1 + γ) = 1/(1 + γ), so

⟨f⟩ = 1/[(1 + γ)L].

Setting E_a = 0 in part (e) gives the corrected current at fixed E_c:

j₀ = j_L/[1 − (1 + r)⟨f⟩],

provided the denominator is positive. Ion dominance thus needs large L, and L grows only logarithmically as γ falls.

One detail shows that "zero at the anode" cannot be taken literally. The slope of E² vanishes where f = 1/(1 + r). Beyond that point the net charge is negative and the field rises again. At distance s from the anode f = e^(−αs), so the minimum lies at αs = ln(1 + r). Integrating the slope from there to the anode gives

E_a² − E_min² = qE_c² [r − ln(1 + r)]/L ≈ qE_c² r²/(2L).

For small r this is a tiny difference, but the field minimum does reach zero slightly before the anode field would.

**(g) Size the result for an argon gap at 2.0 Torr, 3.0 cm and 300 K.**

Solution. Take rough typical values: μ = 600 cm²/(V s), μ_e = 1.5 × 10⁵ cm²/(V s) and γ = 0.010. For ionization, with p the pressure, use a model law whose constants are chosen inputs of this example and represent argon only roughly:

α/p = A exp[−B√(p/E)],

A = 29.2 1/(cm Torr), B = 26.6 √(V/(cm Torr)).

The required number of ionization lengths is L = ln 101 = 4.615. In a uniform field α = L/d = 1.538 per cm and α/p = 0.769 per cm Torr. Inverting this law,

E/p = [B/ln(A p/α)]² = (26.6/3.637)² ≈ 53.5 V/(cm Torr).

The breakdown field is thus E_b = 107.0 V/cm, and the breakdown voltage is 321 V. Choose E_c = E_b as the reference. In SI units μ = 0.0600 m²/(V s) and E_c = 1.070 × 10⁴ V/m, so

j_L = (8.854 × 10⁻¹²)(0.0600)(1.070 × 10⁴)²/(2 × 0.030)

j_L ≈ 1.01 × 10⁻³ A/m² = 101 nA/cm².

The ideal transit time is

T = 2(0.030)/(0.0600 × 1.070 × 10⁴) s ≈ 93 μs,

and the ideal voltage at the limit is (2/3)(321 V) = 214 V. If the voltage were instead held at 321 V, the ideal limit would be 9/4 times larger, 228 nA/cm².

A simulation with moving charge sheets tests these relations without the differential equation for E(x). A sheet carrying the charge delivered by j_L in 0.1 μs is released at a zero-field anode every 0.1 μs, and each sheet drifts in the field of the charge behind it. The steady state has a cathode field of 106.9 V/cm, a voltage of 213.8 V and a transit time of 93.4 μs, in agreement with the formulas to about 0.1%.

For uniform α, the electron share averages 0.2145. With r = 600/(1.5 × 10⁵) = 0.004,

j₀/j_L = 1/(1 − 1.004 × 0.2145) ≈ 1.27.

At the same cathode field, electrons raise the zero-field current to about 129 nA/cm².

**(h) Let α follow the local field. How far is the anode field from zero at q = 1, and what else has been neglected?**

Solution. The equations are now Gauss's law from part (e) and

df/dx = α(E)f, f(0) = γ/(1 + γ), f(d) = 1.

The last condition fixes E_c at each q; it can no longer be chosen freely. Dividing by f and integrating gives

∫₀ᵈ α(E) dx = L.

Apart from the slight rise near the anode, space charge lowers the field below E_c. Since α increases with E, a cathode field equal to E_b would then give too little ionization. The cathode field must rise. Numerical solutions with constant mobilities give:

q = 0.01: E_c = 107 V/cm, E_a/E_c = 0.996, V = 321 V
q = 0.50: E_c = 122 V/cm, E_a/E_c = 0.79, V = 321 V
q = 1.00: E_c = 143 V/cm, E_a/E_c = 0.55, V = 319 V
q = 2.00: E_c = 206 V/cm, E_a/E_c = 0.18, V = 305 V

Here q is the current divided by j_L evaluated at the cathode field of the same line. At q = 1 the current is therefore 181 nA/cm², not the 101 nA/cm² found for E_c = E_b.

The anode field at q = 1 is 79 V/cm, far from zero. The average electron share explains the number. It is 0.303, and part (e) gives at q = 1

E_a/E_c = √[(1 + r)⟨f⟩] = √(1.004 × 0.303) ≈ 0.55.

At q = 2 the share has risen to 0.515. The falling field concentrates ionization nearer the cathode, so electrons carry most of the current over a longer part of the gap. Ion dominance weakens just as the current approaches the range where the ideal model predicts collapse. The field minimum at q = 1 lies at the sign change of the net charge, s = ln(1 + r)/α(E_a) ≈ 47 μm from the anode (45 μm on the 7.5 μm grid of the output). This is a feature of the drift-only model. The distance is shorter than the electron mean free path, roughly 0.1 mm, and much shorter than the electron diffusion length D_e/(μ_e E), about 0.6 mm for a characteristic energy of 5 eV. Electron diffusion is neglected throughout, so neither the position nor the depth of this very shallow minimum carries over to a real anode.

The ion mobility is not constant either. At E_b the reduced field, with N the gas density, is E/N = 166 Td (1 Td = 10⁻²¹ V m²), where the drift of argon ions already falls below proportionality to E. For an ion-only current with mobility μ(E), part (a) becomes

μ(E)E dE = −(j/ε₀) dx.

Integrating from cathode to anode, with E falling from E_c to zero,

j = (ε₀/d) ∫ μ(E)E dE, from 0 to E_c.

Constant μ returns j_L. As a rough model, take

μ(E) = μ[1 + ((E/N)/(140 Td))^(3/2)]^(−1/3),

where μ on the right is the low-field value. At E_c = E_b the integral gives 0.84 j_L, or 85 nA/cm². Slower ions mean more charge for the same current, so the lower bound of part (e) is no longer guaranteed when j_L is computed with the low-field mobility. Combining this mobility with electrons and local ionization gives E_a/E_c = 0.38 at q = 1, with q still defined by the low-field mobility.

Diffusion matters near the ideal zero of the field. Let s = d − x. At the limit E = E_c√(s/d), so n is proportional to s^(−1/2) and |dn/ds|/n = 1/(2s). With diffusion coefficient D = μk_BT_g/e, where T_g is the gas temperature, the ratio of diffusion to drift current is

D|dn/ds|/(nμE) = (k_BT_g/e)/(2sE_c√(s/d)).

It equals one when

s^(3/2) = (k_BT_g/e)√d/(2E_c),

s = d[k_BT_g/(2eE_c d)]^(2/3).

For E_c = E_b this is 35 μm, about 0.1% of the gap. It is also only a few ion mean free paths, so the estimate is rough. Diffusion nevertheless removes the infinite density of part (b). Its relative effect on the ideal field is strongest next to the anode and fades gradually toward the cathode.

Finally, α(E) assumes that electrons adjust at once to the local field. Even without energy losses, an electron starting from rest must travel 16 V/(107 V/cm) ≈ 1.5 mm to gain the ionization energy of about 16 eV. This is 5% of the gap. Losses in collisions lengthen the distance, so the local description is approximate, most of all near the cathode, where electrons start with little energy.

The numbers describe one centimetre-scale argon gap at 2.0 Torr, with rough inputs. The yield γ is uncertain, since it depends on the cathode surface and on the field. For γ between 0.001 and 0.07 the same equations give E_a/E_c at q = 1 between 0.48 and 0.65 with constant mobilities, and between 0.22 and 0.56 with the falling ion mobility. A real gap also loses charge sideways and may carry its current in a narrower column; neither effect is sized here, and the stability of the steady solutions is not examined. Of the assumptions examined, the one that fails most clearly is that ions carry all the current: dropping it, with ionization following the field, moves E_a/E_c at q = 1 from zero to 0.55 for constant mobilities, and to 0.38 when the ion mobility falls with the field. The two corrections act in opposite directions: for uniform α at E_c = E_b the zero-field current is about 1.27 × 0.84 ≈ 1.07 times j_L when both are included. For such a gap, j_L is best used as a scale for the current at which the field becomes strongly nonuniform, not as a sharp threshold or as the current at which the anode field disappears. The values for γ = 0.010 are in the numerical output below.

Numbers as computed

```
Rough argon example
Pressure: 2.0 Torr; gap: 3.0 cm
Gas temperature: 300 K
Secondary yield gamma: 0.010
Ion mobility: 600.0 cm2/(V s)
Electron mobility: 1.500e+05 cm2/(V s)
Ionization A: 29.2 1/(cm Torr)
Ionization B: 26.6 sqrt(V/(cm Torr))
alpha/p = A exp[-B sqrt(p/E)]
Required alpha*d: 4.6151
Uniform breakdown field: 107.01 V/cm
Reduced field: 166.2 Td
Uniform breakdown voltage: 321.0 V
Ideal j_L at this E_c: 101.38 nA/cm2
Same j_L: 1.0138e-03 A/m2
Ideal voltage at j_L: 214.0 V
Ideal ion transit time: 93.45 us
Ideal limit at fixed breakdown voltage: 228.11 nA/cm2
Sheet simulation E_c: 106.94 V/cm
Sheet simulation voltage: 213.8 V
Sheet simulation transit: 93.40 us
Uniform-alpha mean electron share: 0.2145
Uniform-alpha current correction factor: 1.2745
Self-sustained profiles, constant mobilities:
q=0.01: E_c=107.25, E_a=106.83 V/cm
  E_a/E_c=0.9961; mean electron share=0.2150
  V=321.0 V; j=1.02 nA/cm2
q=0.50: E_c=121.62, E_a=95.99 V/cm
  E_a/E_c=0.7893; mean electron share=0.2450
  V=320.7 V; j=65.48 nA/cm2
q=1.00: E_c=143.00, E_a=78.88 V/cm
  E_a/E_c=0.5516; mean electron share=0.3030
  V=319.2 V; j=181.07 nA/cm2
q=2.00: E_c=205.84, E_a=38.02 V/cm
  E_a/E_c=0.1847; mean electron share=0.5150
  V=305.3 V; j=750.28 nA/cm2
Field minimum to anode at q=1: 45 um
Mobility-falloff scale: 140 Td
Mobility-falloff factor on j_L: 0.8398
At q=1 with local ionization and mobility falloff:
  E_a/E_c=0.3805
  mean electron share=0.3722
Ion diffusion layer: 35.2 um
Rough ionization energy: 15.8 eV
Distance to gain it: 1.48 mm
```
